\section*{Derivative width and optimal microwave field of a homogeneous resonance line}

\section{Problem}

An electron spin resonance spectrometer holds the microwave frequency $\omega/2\pi$ fixed and sweeps a static field $B$ through an isolated homogeneous line: all spins have the same resonance field, and the width comes from relaxation. A small, slow modulation of $B$ makes the recorded signal proportional to the field derivative of the absorption. The magnetization obeys the Bloch equations with longitudinal relaxation time $T_1$, transverse relaxation time $T_2$ and equilibrium value $M_0$ along $B$.

The microwave field oscillates along one axis with amplitude $2B_1$. It is the sum of two counter-rotating fields of amplitude $B_1$, one of which follows the precession of the spins.

\begin{enumerate}
\item Find the steady-state magnetization in the frame rotating with the resonant component.
\item Relate $T_2$ to the peak-to-peak width $\Delta B_{\rm pp}$, the field separation of the two extrema of the derivative line.
\item Find the $B_1$ at which the peak-to-peak amplitude $A_{\rm pp}$ of the derivative line is largest.
\item Evaluate the results for $T_1=1\,\mu$s, $T_2=0.1\,\mu$s and $\omega/2\pi=9.5$ GHz, with the free-electron value $\gamma=1.76086\times10^{11}$ rad\,s$^{-1}$\,T$^{-1}$. How can the two relaxation times be read from a series of spectra?
\end{enumerate}

Here $\gamma>0$ is the magnitude of the gyromagnetic ratio, and $\omega_1=\gamma B_1$.

\section{Estimate by scaling}

Transverse magnetization loses its phase in a time $T_2$, so the resonance is blurred over a frequency range of about $1/T_2$. In field units the width is about
\begin{equation}
\frac{1}{\gamma T_2}=\frac{1}{(1.76086\times10^{11})(10^{-7})}\ {\rm T}=56.8\ \mu{\rm T}.
\end{equation}

During one interval $T_2$ a weak resonant field tips the magnetization by an angle of about $\omega_1T_2$. The transverse signal is therefore about $M_0\omega_1T_2$, and its slope is this height divided by the width, $\gamma M_0\omega_1T_2^2$. The slope grows with $B_1$ until the relative rate at which the field removes longitudinal magnetization becomes comparable to the relaxation rate $1/T_1$. The transverse part, of size $\omega_1T_2M_z$, is turned further at the rate $\omega_1$, so $M_z$ is lost at the rate $\omega_1^2T_2$. Equating this to $1/T_1$ gives $\omega_1^2T_1T_2\sim1$, or
\begin{equation}
B_1\sim\frac{1}{\gamma\sqrt{T_1T_2}}=18.0\ \mu{\rm T}.
\label{eq:estimate}
\end{equation}
If the unsaturated slope is extrapolated to this field, the amplitude is about $\gamma T_2\sqrt{T_2/T_1}\,M_0=17.6\times0.316\,M_0=5.57\,M_0$ per mT. The estimate fixes the dependence on $T_1$ and $T_2$ but not the numerical factors.

\section{Exact solution of the model}

\subsection{Equations in the rotating frame}

Take first a positive gyromagnetic ratio. The torque equation $\dot{\mathbf M}=\gamma\mathbf M\times\mathbf B$ then makes the spins precess clockwise about $z$, and the resonant microwave component rotates in the same sense. Define
\begin{equation}
\mathbf e_1=(\cos\omega t,-\sin\omega t,0),\qquad
\mathbf e_2=(\sin\omega t,\cos\omega t,0),
\end{equation}
for which $\mathbf e_1\times\mathbf e_2=\mathbf e_z$, $\dot{\mathbf e}_1=-\omega\mathbf e_2$ and $\dot{\mathbf e}_2=\omega\mathbf e_1$. The counter-rotating component is detuned by about $2\omega$ and is dropped; this is justified when $B_1$ and the linewidth are both far below $B$. The field is then $\mathbf B=B_1\mathbf e_1+B\mathbf e_z$.

Write $\mathbf M=M_x\mathbf e_1+M_y\mathbf e_2+M_z\mathbf e_z$, so that $M_x$ and $M_y$ are components in the rotating frame. Differentiating the components and the axes gives
\begin{equation}
\dot{\mathbf M}=(\dot M_x+\omega M_y)\mathbf e_1+(\dot M_y-\omega M_x)\mathbf e_2+\dot M_z\mathbf e_z,
\end{equation}
while the torque is
\begin{equation}
\gamma\mathbf M\times\mathbf B=\gamma BM_y\,\mathbf e_1+(\gamma B_1M_z-\gamma BM_x)\mathbf e_2-\gamma B_1M_y\,\mathbf e_z .
\end{equation}
Both transverse components relax at the rate $1/T_2$, so this term keeps its form under rotation about $z$. With the offset $\delta=\gamma B-\omega$, comparison of components yields
\begin{align}
\dot M_x&=\delta M_y-\frac{M_x}{T_2},\label{eq:x}\\
\dot M_y&=\omega_1M_z-\delta M_x-\frac{M_y}{T_2},\label{eq:y}\\
\dot M_z&=-\omega_1M_y-\frac{M_z-M_0}{T_1}.\label{eq:z}
\end{align}

The electron has a negative gyromagnetic ratio. Its precession and the resonant microwave component both run the other way, and the same calculation gives these equations with $M_y$ replaced by $-M_y$. Widths and amplitudes are unaffected.

The component $M_y$ measures absorption. The changing microwave field does work on the magnetization at the rate
\begin{equation}
-\mathbf M\cdot\dot{\mathbf B}=-\mathbf M\cdot(-\omega B_1\mathbf e_2)=\omega B_1M_y
\end{equation}
per unit volume. The detected voltage is taken to be proportional to $M_y$ itself, with an instrumental factor that does not depend on $B_1$.

\subsection{Steady state}

Set the time derivatives to zero and define $x=\delta T_2$ and the saturation parameter $S=\omega_1^2T_1T_2$. Equation (\ref{eq:x}) gives $M_x=xM_y$. Equation (\ref{eq:y}), multiplied by $T_2$, becomes
\begin{equation}
M_y=\omega_1T_2M_z-xM_x=\omega_1T_2M_z-x^2M_y,
\end{equation}
so $(1+x^2)M_y=\omega_1T_2M_z$. Equation (\ref{eq:z}) gives $M_z=M_0-\omega_1T_1M_y$. Substitution leads to
\begin{equation}
(1+x^2)M_y=\omega_1T_2M_0-SM_y,
\end{equation}
and hence, with $s=1+S$,
\begin{equation}
M_y=\frac{M_0\omega_1T_2}{s+x^2},\qquad
M_x=\frac{M_0\omega_1T_2\,x}{s+x^2},\qquad
M_z=\frac{M_0(1+x^2)}{s+x^2}.
\label{eq:steady}
\end{equation}
The last expression follows from $M_z=M_0-M_0S/(s+x^2)$. The absorption is a Lorentzian in the offset. At its centre $M_z=M_0/(1+S)$, so $S=1$ means that half of the longitudinal magnetization is lost there.

Every initial state reaches this solution. A deviation $\mathbf m$ from it obeys equations (\ref{eq:x})--(\ref{eq:z}) without the $M_0$ term. Multiplying them by $m_x$, $m_y$ and $m_z$ and adding, the terms in $\delta$ and $\omega_1$ cancel in pairs:
\begin{equation}
\frac12\frac{d|\mathbf m|^2}{dt}=-\frac{m_x^2+m_y^2}{T_2}-\frac{m_z^2}{T_1}.
\end{equation}
The deviation therefore decays at least as fast as the slower of the two relaxation rates.

\subsection{Width of the derivative line}

The equilibrium magnetization of a paramagnet far from saturation is proportional to $B$, so it changes little across a line much narrower than the resonance field. In the example the resonance field is $\omega/\gamma=339$ mT, several thousand times the linewidth, so $M_0$ is treated as constant across the line. Since $dx/dB=\gamma T_2$,
\begin{equation}
\frac{dM_y}{dB}=-2\gamma M_0\omega_1T_2^2\,\frac{x}{(s+x^2)^2}.
\label{eq:slope}
\end{equation}
Its extrema follow from
\begin{equation}
\frac{d}{dx}\frac{x}{(s+x^2)^2}
=\frac{1}{(s+x^2)^2}-\frac{4x^2}{(s+x^2)^3}
=\frac{s-3x^2}{(s+x^2)^3}=0,
\end{equation}
which gives $x=\pm\sqrt{s/3}$. The slope vanishes at the centre and far from the line, so these points are the maximum, on the low-field side, and the minimum, on the high-field side. Their separation is $2\sqrt{s/3}$ in $x$, or
\begin{equation}
\Delta B_{\rm pp}=\frac{2}{\sqrt3\,\gamma T_2}\sqrt{1+\gamma^2B_1^2T_1T_2}
\label{eq:width}
\end{equation}
in field. For $S\ll1$ the relation can be inverted without knowing $B_1$ or $T_1$:
\begin{equation}
T_2=\frac{2}{\sqrt3\,\gamma\,\Delta B_{\rm pp}}.
\label{eq:T2}
\end{equation}
At higher power the line broadens because saturation lowers the centre more than the wings, and equation (\ref{eq:T2}) then gives too short a time. It also fails for an inhomogeneous line, whose width includes the spread of resonance fields among the spins.

\subsection{Field of maximal amplitude}

At the extrema $s+x^2=4s/3$, and the magnitude of the slope is
\begin{equation}
2\gamma M_0\omega_1T_2^2\sqrt{\frac s3}\,\frac{9}{16s^2}
=\frac{3\sqrt3}{8}\,\frac{\gamma M_0\omega_1T_2^2}{s^{3/2}}.
\end{equation}
The two extrema have opposite signs, so the peak-to-peak amplitude is twice this value:
\begin{equation}
A_{\rm pp}=\frac{3\sqrt3}{4}\,\frac{\gamma M_0\omega_1T_2^2}{(1+\omega_1^2T_1T_2)^{3/2}}.
\label{eq:amp}
\end{equation}
It rises in proportion to $B_1$ at low power and falls as $B_1^{-2}$ at high power. Between these limits,
\begin{equation}
\frac{d\ln A_{\rm pp}}{d\omega_1}=\frac1{\omega_1}-\frac{3\omega_1T_1T_2}{1+S}
=\frac{1}{\omega_1}\,\frac{1-2S}{1+S}
\end{equation}
has a single zero, at $S=1/2$. The maximum is therefore at
\begin{equation}
B_1^{\rm opt}=\frac{1}{\gamma\sqrt{2T_1T_2}}.
\label{eq:opt}
\end{equation}
There $s=3/2$, and the width exceeds its low-power limit by the factor $\sqrt{3/2}=1.225$. Inserting $\omega_1=1/\sqrt{2T_1T_2}$ and $s^{-3/2}=2\sqrt2/(3\sqrt3)$ into equation (\ref{eq:amp}) gives
\begin{equation}
A_{\rm pp}^{\rm max}=\frac{3\sqrt3}{4}\,\frac{2\sqrt2}{3\sqrt3}\,\frac{\gamma M_0T_2^2}{\sqrt{2T_1T_2}}
=\frac{\gamma T_2}{2}\sqrt{\frac{T_2}{T_1}}\,M_0 .
\end{equation}

\subsection{Numbers}

The low-power width is $(2/\sqrt3)\times56.8\ \mu{\rm T}=65.6\ \mu$T (0.656 G). With $\sqrt{2T_1T_2}=4.47\times10^{-7}$ s, equation (\ref{eq:opt}) gives $B_1^{\rm opt}=12.7\ \mu$T (0.127 G); the linearly oscillating field then has twice this amplitude. Equations (\ref{eq:width}) and (\ref{eq:amp}) give the following values.

\begin{center}
\begin{tabular}{cccc}
$B_1$ ($\mu$T) & $S$ & $\Delta B_{\rm pp}$ ($\mu$T) & $A_{\rm pp}$ ($M_0$ per mT)\\
\hline
1.0 & 0.003 & 65.7 & 0.401\\
4.0 & 0.050 & 67.2 & 1.498\\
12.70 & 0.500 & 80.3 & 2.784\\
17.96 & 1.000 & 92.7 & 2.557\\
30.0 & 2.791 & 127.7 & 1.637
\end{tabular}
\end{center}

To find the relaxation times, first record the line at low power. The width at $B_1=1\ \mu$T, put into equation (\ref{eq:T2}), gives $T_2=0.0998\ \mu$s; the small deficit is the remaining saturation. Then raise the power until the amplitude is largest. Equation (\ref{eq:opt}), solved for $T_1$, gives
\begin{equation}
T_1=\frac{1}{2\gamma^2(B_1^{\rm opt})^2T_2}=1.002\ \mu{\rm s}.
\end{equation}
Had the width at the optimum been put into equation (\ref{eq:T2}) without correction, the result would have been $T_2=0.0816\ \mu$s, too small by the factor $\sqrt{2/3}$.

The second step needs a calibrated $B_1$ and a well-located maximum. With $S=\frac12e^{2l}$, where $l=\ln(B_1/B_1^{\rm opt})$, the first derivative of $\ln A_{\rm pp}$ with respect to $l$ is $1-3S/(1+S)$. The second is $-6S/(1+S)^2$, equal to $-4/3$ at the optimum. Hence, for small deviations,
\begin{equation}
\frac{A_{\rm pp}}{A_{\rm pp}^{\rm max}}\approx1-\frac23\left(\frac{B_1-B_1^{\rm opt}}{B_1^{\rm opt}}\right)^2 .
\end{equation}
A 10\% error in $B_1^{\rm opt}$ costs only 0.6 to 0.7\% of the amplitude but changes the inferred $T_1$ by about 20\% ($-17\%$ for a field 10\% too high, $+23\%$ for one 10\% too low). Fitting equation (\ref{eq:amp}) to the whole power series uses more of the data than the position of the maximum alone. Both steps hold only for a homogeneous line. If independent spin packets with the above $T_1$ and $T_2$ have a Gaussian spread of resonance fields with standard deviation $50\ \mu$T, the maximum moves to about $16\ \mu$T, and the same recipe returns $T_2\approx0.047\ \mu$s and $T_1\approx1.3\ \mu$s.

\subsection{How slow the modulation must be}

If the field is $B+B_m\cos\omega_mt$ with $B_m\ll\Delta B_{\rm pp}$, and the magnetization follows its steady state, then
\begin{equation}
M_y(t)\approx M_y(B)+B_m\frac{dM_y}{dB}\cos\omega_mt .
\end{equation}
The coefficient of the cosine is the derivative signal used above. Deviations from the steady state decay at least at the slower relaxation rate, so $\omega_mT_1\ll1$ and $\omega_mT_2\ll1$ are sufficient for the magnetization to follow it. For $S\ll1$, $M_z$ stays close to $M_0$ and only the second condition matters.

The size of the error was found by solving equations (\ref{eq:x})--(\ref{eq:z}) numerically with $B_m=1\ \mu$T. The periodic magnetization was expanded in harmonics of $\omega_m$ up to the third, and the in-phase first harmonic was taken as the signal. At a modulation frequency of 10 kHz, where $\omega_mT_1=0.063$, the peak-to-peak signal at $B_1=12.7\ \mu$T exceeds the slow limit by 0.07\%. At 100 kHz, where $\omega_mT_1=0.63$, it exceeds it by 6.7\%, and the optimum moves to $13.3\ \mu$T; put into equation (\ref{eq:opt}), this field gives $T_1\approx0.91\ \mu$s, about 9\% too short. The sign of this deviation agrees with the limit in which the transverse components follow the modulation but $M_z$ stays frozen at its value in equation (\ref{eq:steady}). Differentiating $M_y=\omega_1T_2M_z/(1+x^2)$ at fixed $M_z$ gives the slope $-2\gamma M_0\omega_1T_2^2\,x/[(1+x^2)(s+x^2)]$, larger in magnitude than equation (\ref{eq:slope}) by the factor $(s+x^2)/(1+x^2)$.

\section{Comparison of estimate and solution}

The scaling estimate has the correct dependence on $T_1$ and $T_2$ in all three quantities. The low-power width is larger than $1/(\gamma T_2)$ by $2/\sqrt3=1.15$, the optimal field is smaller than estimate (\ref{eq:estimate}) by $\sqrt2$, and the maximal amplitude is half the estimated one.

The factor $\sqrt2$ has a definite origin. The estimate asked when saturation becomes strong, and its answer, $S=1$, is the optimum for a different signal. The absorption at the line centre, $M_y(0)=M_0\omega_1T_2/(1+S)$, has a derivative with respect to $\omega_1$ proportional to $(1+S)-2S=1-S$, and so is largest at $S=1$. The derivative amplitude depends on height and width together. Equations (\ref{eq:steady}), (\ref{eq:width}) and (\ref{eq:amp}) give
\begin{equation}
A_{\rm pp}=\frac32\,\frac{M_y(0)}{\Delta B_{\rm pp}} .
\end{equation}
At $S=1$ the height is stationary while the width is still growing, so the ratio is already falling. Its maximum lies at the lower value $S=1/2$. Since microwave power is proportional to $B_1^2$ in a given resonator, the derivative signal peaks at half the power that maximizes $M_y(0)$. The absorbed power itself, $\omega B_1M_y(0)=\omega M_0S/[\gamma T_1(1+S)]$, has no maximum; it rises steadily towards a plateau.

The factor $1/2$ in the amplitude is a product of three factors. The unsaturated peak-to-peak amplitude exceeds the estimated slope by $3\sqrt3/4=1.30$; the optimum lies at $1/\sqrt2=0.707$ of the estimated field; and there saturation reduces the amplitude to $(2/3)^{3/2}=0.544$ of its linear extrapolation.
